\section*{The Hurkx trap-assisted tunnelling exponent from thermal excitation and triangular-barrier tunnelling}

\section{Result and model}

An electron on a trap at depth $D$ below the conduction edge can leave by climbing part of the way thermally and tunnelling the rest. In a uniform field $F$ at temperature $T$, the largest weight of this two-stage path, relative to thermal emission at the band edge, is
\begin{equation}
e^{g_{\max}},\qquad g_{\max}=\left(\frac{F}{F_G}\right)^2=\frac{(q\hbar F)^2}{24\,m\,(kT)^3},\qquad F_G=\frac{\sqrt{24\,m\,(kT)^3}}{q\hbar}.
\label{result}
\end{equation}
This is the Hurkx enhancement exponent. It holds while the best tunnelling level lies above the trap, that is, for
\begin{equation}
F<F_c=\frac{2\sqrt{2mD}\,kT}{q\hbar}.
\label{fc}
\end{equation}

Here $q>0$ is the elementary charge, $F>0$ the magnitude of the field and $m$ the tunnelling mass. The band is parabolic, its states are non-degenerate, and the trap is neutral when empty, so that it adds no Coulomb well to the barrier. The lattice supplies energy with a Boltzmann weight and does not relax around the trap. The powers of $F$ and $T$ refer to fixed $m$ and $D$.

\section{The two competing factors}

Put the trap at $x=0$ and measure energy from the conduction edge there. The trap level is at $-D$, and the edge falls along the escape direction as $-qFx$. Let the electron be excited to the level $-e$, with $0\le e\le D$. The excitation costs $D-e$, whereas emission at the edge costs $D$. The ratio of Boltzmann factors is
\begin{equation}
\frac{e^{-(D-e)/kT}}{e^{-D/kT}}=e^{e/kT}.
\label{boltz}
\end{equation}
A deeper tunnelling level is thus thermally cheaper.

At $-e$ the electron faces a barrier of height $-qFx-(-e)=e-qFx$, which vanishes at $x=e/(qF)$. The amplitude decays at the rate $\kappa=\sqrt{2m(e-qFx)}/\hbar$. In the WKB approximation, with its prefactor set to one, the probability is $e^{-S}$, where the factor 2 in
\begin{equation}
S(e)=2\int_0^{e/qF}\frac{\sqrt{2m(e-qFx)}}{\hbar}\,dx
\end{equation}
comes from squaring the amplitude. Substituting $y=e-qFx$, $dx=-dy/(qF)$, gives
\begin{equation}
S(e)=\frac{2\sqrt{2m}}{q\hbar F}\int_0^e y^{1/2}dy=\frac{4\sqrt{2m}\,e^{3/2}}{3q\hbar F}.
\label{action}
\end{equation}
The logarithm of the combined weight is therefore
\begin{equation}
g(e)=\frac{e}{kT}-\frac{4\sqrt{2m}\,e^{3/2}}{3q\hbar F}.
\label{g}
\end{equation}

\section{The maximum}

Differentiate (\ref{g}) and set the result to zero:
\begin{equation}
g'(e)=\frac1{kT}-\frac{2\sqrt{2m}\,e^{1/2}}{q\hbar F}=0
\quad\Rightarrow\quad
\sqrt{e_*}=\frac{q\hbar F}{2\sqrt{2m}\,kT}.
\label{stationary}
\end{equation}
Squaring gives the best depth,
\begin{equation}
e_*=\frac{(q\hbar F)^2}{8m(kT)^2}.
\label{estar}
\end{equation}
By (\ref{stationary}), $2\sqrt{2m}/(q\hbar F)=1/(kT\sqrt{e_*})$. Equation (\ref{g}) then simplifies to
\begin{equation}
g(e)=\frac{e}{kT}-\frac{2}{3}\frac{e^{3/2}}{kT\sqrt{e_*}},\qquad
g''(e)=-\frac{1}{2kT\sqrt{e\,e_*}}.
\label{gshort}
\end{equation}
The second derivative is negative, so the stationary point is a maximum. There the tunnelling action cancels two thirds of the thermal gain:
\begin{equation}
g(e_*)=\frac{e_*}{kT}-\frac23\frac{e_*}{kT}=\frac{e_*}{3kT}
=\frac{(q\hbar F)^2}{24m(kT)^3}.
\label{max}
\end{equation}
This proves (\ref{result}). Two powers of $1/T$ come from the best depth and the third from its Boltzmann gain.

The unnormalised emission weight is $\exp(-D/kT+g_{\max})$. With $\beta=1/kT$, $g_{\max}\propto\beta^3$, so the activation energy of this exponential at fixed field is
\begin{equation}
-\frac{d}{d\beta}\left(-\beta D+g_{\max}\right)=D-\frac{3g_{\max}}{\beta}=D-e_*.
\end{equation}
It equals the thermal climb from the trap to the best level.

\section{Where the quadratic law ends}

The condition $e_*<D$, with (\ref{estar}), gives $q\hbar F<2\sqrt{2mD}\,kT$, which is (\ref{fc}). For $F>F_c$, $g$ still rises at $e=D$, and the maximum sits at the trap level. Let $\xi=F/F_c$, so that $e_*=D\xi^2$. Equations (\ref{gshort}) and (\ref{max}) give
\begin{equation}
g_{\max}=\frac{D}{kT}\times
\begin{cases}
\xi^2/3, & \xi\le1,\\[2pt]
1-2/(3\xi), & \xi\ge1.
\end{cases}
\label{branches}
\end{equation}
At $\xi=1$ both expressions after the brace equal $1/3$ and both their slopes in $\xi$ equal $2/3$. Value and slope are therefore continuous, while the second derivative jumps. On the upper branch the unnormalised weight is $e^{-D/kT}e^{D/kT-S(D)}=e^{-S(D)}$. The temperature has dropped out of the exponential: this is direct tunnelling from the trap.

\section{Summing over levels}

All levels contribute, not just the best one. Give every energy interval $de$ the same weight apart from $e^{g}$. Thermal emission above the edge then contributes $\int_0^\infty e^{-E/kT}dE=kT$, and the tunnelling part relative to it is
\begin{equation}
G=\frac1{kT}\int_0^D e^{g(e)}\,de .
\label{G}
\end{equation}
Total emission is the thermal rate times $1+G$.

If the peak is well inside the range, expand $g$ to second order. Since $g''(e_*)=-1/(2kTe_*)$, the standard deviation of the peak is $\sqrt{2kTe_*}$, and
\begin{equation}
G\simeq\frac{e^{g_{\max}}}{kT}\sqrt{2\pi\,(2kTe_*)}
=2\sqrt{\frac{\pi e_*}{kT}}\,e^{g_{\max}} .
\end{equation}
With $X=F/F_G$, (\ref{max}) gives $e_*/kT=3X^2$, hence
\begin{equation}
G\simeq2\sqrt{3\pi}\,X\,e^{X^2}.
\label{peak}
\end{equation}

\subsection{First correction}

Let $s=e_*/kT=3X^2$ and $e=e_*v^2$, so $de=2e_*v\,dv$. With $v=1+w$,
\begin{equation}
g=s\left(v^2-\tfrac23v^3\right)=\tfrac s3-sw^2-\tfrac23sw^3 .
\end{equation}
For a deep trap and large $s$, the limits on $w$ may be extended to infinity. Relative to the Gaussian result, $G$ is then multiplied by
\begin{equation}
\left\langle(1+w)\left(1-\tfrac23sw^3+\tfrac29s^2w^6-\dots\right)\right\rangle ,
\end{equation}
where the average is over $e^{-sw^2}$. Odd powers vanish. With $\langle w^4\rangle=3/(4s^2)$ and $\langle w^6\rangle=15/(8s^3)$, the factor is
\begin{equation}
1-\frac1{2s}+\frac5{12s}=1-\frac1{12s}=1-\frac1{36X^2}.
\label{corr}
\end{equation}
Direct integration without the trap cutoff, at $X=3$, 4 and 5, reproduced this correction to within 10 per cent of its own size.

\subsection{Weak and strong fields}

For $X\ll1$ the best depth is far less than $kT$, and tunnelling stops the integral before the thermal gain matters. Put $t=e/kT$ and $a=2/(3\sqrt s)=2/(3\sqrt3X)$. Then
\begin{equation}
G\simeq\int_0^\infty e^{-at^{3/2}}dt=\Gamma\!\left(\tfrac53\right)a^{-2/3}\simeq1.71\,X^{2/3}.
\end{equation}
The integral follows from the substitution $z=at^{3/2}$. The limit is approached slowly, with a relative correction of order $X^{2/3}$: $G/X^{2/3}$ is 1.81 at $X=0.01$ and 2.3 at $X=0.1$. This is the limit of the model (\ref{G}); the important actions are of order one there, so WKB itself is no longer controlled.

For $F>F_c$ the integrand is largest at the upper end, where (\ref{gshort}) gives $g'(D)=(1-1/\xi)/kT$. Keeping this slope alone,
\begin{equation}
G\simeq\frac{e^{g(D)}}{1-1/\xi},\qquad
\frac{|g''(D)|}{g'(D)^2}=\frac{kT}{2D\xi(1-1/\xi)^2}\ll1 .
\label{end}
\end{equation}
The second relation states when curvature can be neglected; it excludes fields just above $F_c$.

\section{How firm are the exponent and the prefactor?}

The exponent can be obtained without WKB. Consider the thermal density of electrons in an unbounded linear potential $V=fx$, with $f^2=(qF)^2$. The function $C(x,x';\beta)=\sum_n\psi_n(x)\psi_n^*(x')e^{-\beta E_n}$ obeys $-\partial_\beta C=HC$ and becomes $\delta(x-x')$ as $\beta\to0$. Try
\begin{equation}
C=\sqrt{\frac{m}{2\pi\hbar^2\beta}}\exp\!\left[-\frac{m(x-x')^2}{2\hbar^2\beta}-\frac{\beta f(x+x')}2+c\beta^3\right].
\end{equation}
The left side of the equation, divided by $C$, is
\begin{equation}
\frac1{2\beta}-\frac{m(x-x')^2}{2\hbar^2\beta^2}+\frac{f(x+x')}2-3c\beta^2 .
\end{equation}
For the right side, $\partial_x\ln C=-m(x-x')/(\hbar^2\beta)-\beta f/2$ and $\partial_x^2\ln C=-m/(\hbar^2\beta)$. Thus $-(\hbar^2/2m)[\partial_x^2\ln C+(\partial_x\ln C)^2]+fx$ equals
\begin{equation}
\frac1{2\beta}-\frac{m(x-x')^2}{2\hbar^2\beta^2}-\frac{f(x-x')}2-\frac{\hbar^2f^2\beta^2}{8m}+fx .
\end{equation}
The terms in $f$ combine to $f(x+x')/2$, and the two sides agree if $c=\hbar^2f^2/(24m)$. At $x=x'$ the density exceeds its classical value by the factor
\begin{equation}
e^{c\beta^3}=\exp\!\left[\frac{(q\hbar F)^2}{24m(kT)^3}\right]=e^{X^2}.
\label{exact}
\end{equation}
Transverse motion gives the same factor to both densities and cancels.

The exponent is that of (\ref{result}), but the prefactor is one instead of $2\sqrt{3\pi}X$. The difference lies in the weighting of levels. The WKB connection formula gives a one-dimensional local density of states $\sqrt{2m/e}\,e^{-S}/(4\pi\hbar)$ below the edge, not a constant times $e^{-S}$. Integrated over the same Gaussian peak it yields
\begin{equation}
\frac{\sqrt{2m/e_*}}{4\pi\hbar}\,2\sqrt{\pi kTe_*}\,e^{X^2}
=\sqrt{\frac{mkT}{2\pi\hbar^2}}\,e^{X^2},
\end{equation}
which is the classical density times $e^{X^2}$. The prefactor in (\ref{peak}) therefore belongs to the flat weighting in (\ref{G}) and is less certain than the exponent.

\section{A model junction}

Take a gap $E_g=1.0$ eV, a midgap trap with $D=0.50$ eV, $m=0.20$ electron masses, $T=300$ K and $F=0.50$ MV/cm. These are round model parameters, chosen for illustration and not taken from a particular device. With $kT=0.02585$ eV $=4.142\times10^{-21}$ J and $m=1.822\times10^{-31}$ kg,
\begin{equation}
F_G=\frac{\sqrt{24(1.822\times10^{-31})(4.142\times10^{-21})^3}}{(1.602\times10^{-19})(1.055\times10^{-34})}
\simeq3.30\times10^7\ \mathrm{V/m},
\end{equation}
or 0.330 MV/cm. Hence $X=1.516$ and $X^2=2.297$. The best depth is $3X^2kT=6.89\,kT=0.178$ eV. The electron climbs 0.322 eV and tunnels $0.178\ \mathrm{eV}/(qF)=3.6$ nm. The thermal gain 6.89 less the action 4.59 leaves the exponent 2.30.

Equation (\ref{peak}) gives $G\simeq6.14\times1.516\times9.945=92.5$, against 90.1 from the integral (\ref{G}). The formula is 2.7 per cent above the integral. The correction (\ref{corr}) is $-1.2$ per cent; the rest contains higher orders and the effects of the two ends, which are not separated here. The density ratio (\ref{exact}) is only 9.9, which shows how much of $G$ rests on the flat weighting.

At 300 K, (\ref{fc}) gives $F_c=0.838$ MV/cm. At 0.7 MV/cm the exponent still follows the law, but the peak formula gives 1175 against 989 from the integral. The best level, at 0.349 eV, is then 1.1 standard deviations from the trap; a Gaussian cut there loses about 13 per cent, comparable with the 16 per cent shortfall of the integral.

At 1.0 MV/cm the quadratic law gives 9.19, but the true maximum of $g$ is 8.54. The local power of $F$ has fallen from 2 to 1.27, and (\ref{peak}) overestimates the integral $2.1\times10^4$ by a factor of 8.6. The endpoint formula (\ref{end}) gives $3.2\times10^4$; its curvature ratio is 0.8, so this field is too close to $F_c$ for it.

At fixed 0.5 MV/cm, heating from 200 to 400 K lowers the exponent from 7.75 to 0.97, the factor of eight required by $T^{-3}$. These temperatures lie on the lower branch, since $F_c$ is 0.558 MV/cm even at 200 K. The numerical output gives the remaining values.

\section{What the model leaves out}

\paragraph{Barrier and mass.} With two bands of equal mass, $e$ in the decay rate is replaced by $e(1-e/E_g)$. The barrier is weaker and $G$ becomes 170. In the parabolic model, a mass 20 per cent lower gives 179, and one 20 per cent higher gives 56.

\paragraph{Field variation.} For one-sided doping $N=8\times10^{17}$ cm$^{-3}$ and relative permittivity 12, Gauss's law gives a field drop $qNd/\varepsilon=0.043$ MV/cm over the tunnelling distance $d$. Using the mean field of the path lowers $G$ to 71. The depletion width $\varepsilon F/(qN)$ is 41 nm, and the junction drop, half the peak field times this width, is 1.04 V.

\paragraph{A charged trap.} If the empty trap is positive, the edge along the field is $-q^2/(4\pi\varepsilon r)-qFr$. Its maximum is at $r^2=q/(4\pi\varepsilon F)$ and lies $q\sqrt{qF/(\pi\varepsilon)}=0.155$ eV below the original edge. The thermal factor $e^{0.155/0.02585}\simeq400$ exceeds $G$ itself. It applies to escape along the field and cannot simply be multiplied by $G$, because the tunnelling barrier changes too.

\paragraph{Lattice relaxation.} Describe the bound and free states by equal parabolas $\lambda c^2$ and $\lambda(c-1)^2+E$, where $E=D-e$ and $\lambda$ is the relaxation energy. They cross at $c=(E+\lambda)/(2\lambda)$, so the thermal barrier is $(E+\lambda)^2/(4\lambda)$ instead of $E$. Its slope in $E$ is $(E+\lambda)/(2\lambda)$, which is 1.33 at the edge for $\lambda=0.30$ eV. Lowering the level therefore saves more thermal energy at first, and $G$, normalised to emission above the edge with the same barrier, rises to 358. This classical treatment requires $kT$ to be large compared with the phonon quanta. At 300 K that fails for typical optical phonons. A single quantum mode of the same $\lambda$ supplies energy only in whole quanta, so $G$ depends strongly on how $D$ lines up with them: here it is about 170 for quanta of 36 meV and 570 for 60 meV. Interpolating the phonon weight smoothly between whole quanta would give about 300 and 250. The pure $F^2/T^3$ law no longer holds in either treatment.

\paragraph{Band-to-band tunnelling.} For transverse energy $e_t$, the two-band action is
\begin{equation}
S=\frac{2\sqrt{2m}}{q\hbar F}\int\sqrt{u-\frac{u^2}{E_g}+e_t}\;du
=S_0\left(1+\frac{4e_t}{E_g}\right),\quad
S_0=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4q\hbar F}.
\end{equation}
Completing the square turns the integral into $E_g^{-1/2}$ times the area $\pi R^2/2$ of a half disc with $R^2=E_g^2/4+E_ge_t$. Each transverse mode carries $2/h$ electrons per unit energy and time, with spin; there are $m\,de_t/(2\pi\hbar^2)$ modes per area, and a length $dx$ spans the energy $qF\,dx$. Integrating $e^{-S}$ over $e_t$ gives the rate per volume
\begin{equation}
\frac{2qF}{h}\,\frac{m}{2\pi\hbar^2}\,\frac{E_g}{4S_0}\,e^{-S_0}=1.6\times10^{16}\ \mathrm{cm^{-3}s^{-1}},\qquad S_0=36.0 .
\end{equation}
For comparison, a midgap trap in a depleted layer with equal electron and hole parameters is half filled. Each carrier type is emitted at $n_i/(2\tau)$ per volume without tunnelling, where $n_i$ is the intrinsic density and $\tau$ the lifetime. With $n_i=8.9\times10^9$ cm$^{-3}$, an assumed $\tau=10$ ns and both emissions enhanced, $n_i(1+G)/(2\tau)=4.1\times10^{19}$ cm$^{-3}$s$^{-1}$, some 2500 times larger. The equal enhancements neglect the attraction between an emitted hole and the negative trap it leaves behind. Faster hole emission alone could at most double the trap rate, because electron emission would then limit it.

The ratio scales as $1/\tau$ and depends exponentially on the mass. At 0.10 electron masses, in the same uniform field and with $n_i\propto m^{3/2}$ rescaled, it is only about 0.4, so the order is reversed (with $n_i$ kept at its former value it is about 1.1); direct gaps near 1 eV often have electron masses this small or smaller. The direct rate also assumes a direct gap and the peak field throughout. In the linearly falling field of this junction, a path starting at the peak has an action of 57 instead of 36 for $m=0.20$ electron masses, so direct tunnelling is far weaker than the uniform-field value. In a field falling linearly to zero, the drop over a fraction $y$ of the layer, measured from the peak, is $1.04\,[1-(1-y)^2]$ V, so a drop of 1.0 V takes at least four fifths of the layer. The trap rate is likewise a uniform-field value for a fully depleted site. A drop of 1.04 V is close to the built-in potential: if the Fermi level of the heavily doped side lies between 0.05 eV inside its band and 0.1 eV inside the gap, the reverse bias is only 0.01 to 0.16 V. At the peak field, next to that side, majority carriers are abundant and the trap is not half filled. With $G$ taken at the local field, net generation is largest near 0.35 MV/cm, where $G\simeq20$, and reaches only $2\times10^{18}$ to $10^{19}$ cm$^{-3}$s$^{-1}$.

\paragraph{Avalanche.} At the ionisation threshold for parabolic bands of equal mass, the three final carriers share the initial momentum equally and keep one third of the initial kinetic energy. The other two thirds must supply $E_g$, so the threshold is $1.5E_g=1.5$ eV. A carrier starting from rest gains at most 1.04 eV here and cannot reach it. With unequal masses the margin is smaller: for a carrier much lighter than the other type, the threshold approaches $E_g$, and avalanche is then no longer excluded by this argument.

\paragraph{Real junctions.} Tunnel transistors have non-uniform fields, and their traps may be charged or couple strongly to the lattice. Of the changes sized above, the mean-field estimate moves $G$ by about 20 per cent, two-band dispersion by a factor of 1.9 and relaxation, treated classically, by a factor of 4; a charged trap can matter more than all of these. In the on state the field can exceed 1 MV/cm, which for the present $m$, $D$ and 300 K lies beyond $F_c$. The weighting of levels is a further uncertainty: in the example, flat weighting gives a total enhancement $1+G=91$, whereas the density ratio (\ref{exact}) is 9.9. A leakage estimate from (\ref{peak}) can thus be off by a factor of ten or so, even for neutral, weakly coupled traps and fields below $F_c$; in weaker fields this particular uncertainty is smaller.

\section*{Numbers as computed}
\begin{verbatim}
gap 1.00 eV, trap depth 0.50 eV
mass 0.20 electron masses, T 300 K
field F 0.50 MV/cm
kT 0.02585 eV
field scale F_G 0.3299 MV/cm
critical field F_c 0.8377 MV/cm
F/F_G 1.5156
best depth 0.1781 eV = 6.891 kT
thermal excitation to best level 0.3219 eV
tunnelling distance 3.563 nm
barrier action at best level 4.5941
largest exponent, numerical 2.2970; (F/F_G)^2 2.2970
exp of largest exponent 9.945
G from integral 90.07; from peak formula 92.54
exact density ratio 9.945
fitted powers: F 2.0000, T -3.0000, m -1.0000
local power of F at 1.0 MV/cm 1.269
At 300 K: F (MV/cm), best depth (eV), exponent, (F/F_G)^2, G, formula
  0.3  0.0641  0.827  0.827  11.55  12.77
  0.5  0.1781  2.297  2.297  90.07  92.54
  0.7  0.3492  4.502  4.502  988.6  1175
  1.0  0.5000  8.540  9.188  2.123e+04  1.82e+05
At 0.5 MV/cm: T (K), F_c (MV/cm), best depth (eV), exponent, G, formula
  200  0.558  0.4008  7.753  3.102e+04  3.979e+04
  300  0.838  0.1781  2.297  90.07  92.54
  400  1.117  0.1002  0.969  14.63  15.93
Neglected effects at 300 K and 0.5 MV/cm
G with two-band dispersion 170.2
G with mass 20% lower 178.8; 20% higher 55.6
relative permittivity 12, doping 8.0e+17 cm^-3
field drop along tunnelling path 0.0430 MV/cm
G at mean field of the path 70.8
depletion width 41.4 nm, junction drop 1.036 V
impact threshold, 1.5 gaps 1.50 eV
Coulomb lowering 0.1549 eV, thermal factor 400.4
relaxation energy 0.30 eV: G 358.3
band-to-band action S0 35.989
band density of states 2.244e+18 cm^-3
intrinsic density 8.943e+09 cm^-3, lifetime 10 ns
trap generation 4.072e+19 cm^-3 s^-1
band-to-band generation 1.645e+16 cm^-3 s^-1
trap / band-to-band generation 2.475e+03
\end{verbatim}
